Bloch Matrices from All Periodic Images, Tested by Supercell Folding

An electron on a long chain of identical atoms can hop to the atom on its left and to the atom on its right. We may describe the chain by a cell of one atom, two atoms or three; the electron's energies cannot depend on that choice. Yet in a one-atom cell both neighbours are copies of the atom itself, and in a two-atom cell both are copies of the same other atom. How must the hops be listed so that the energies come out the same in every cell?

**The chain by hand**

Take one orthonormal orbital per atom, zero on-site energy, and a real hopping h between atoms a distance a apart. Spin is left out. If ψ(x) is the amplitude on the atom at x, the stationary equation is

E ψ(x) = h ψ(x+a) + h ψ(x−a).

One-atom cell. Bloch's theorem allows ψ(x) = c exp(ikx). Dividing by the common factor c exp(ikx) gives

E(k) = h exp(ika) + h exp(−ika) = 2h cos(ka).

Both hops connect the atom to its own periodic images, so they enter the diagonal of the Bloch matrix.

Two-atom cell. Atoms 0 and 1 sit at 0 and a, and the cell length is 2a. From atom 0, one copy of atom 1 lies at +a and another at −a. Both belong to the same matrix element:

H₀₁(K) = h exp(iKa) + h exp(−iKa) = 2h cos(Ka).

The diagonal is zero, so E = ±2h cos(Ka). This agrees with the one-atom cell. Wave vectors K and K + π/a are equivalent for the doubled cell, and the one-atom formula gives 2h cos(Ka) at the first and 2h cos(Ka+π) = −2h cos(Ka) at the second.

The minimum-image rule keeps, for each pair of different atoms, the nearest periodic copy and no other. In the one-atom cell there is no pair, and it gives E = 0. In the two-atom cell it keeps one of the two hops, so H₀₁ = h exp(±iKa) and E = ±|h| for every K. The first error is a lost self-image, the second a lost repeated bond.

Three-atom cell. The neighbours of atom 0 are now atom 1 at +a and atom 2 at −a, and each pair has one bond. We need the energies of a three-site ring, which will also serve later. Let the ring have

H₀₁ = h exp(iα), H₁₂ = h exp(iβ), H₂₀ = h exp(iγ), Φ = α + β + γ,

with the reverse elements fixed by Hermiticity. Put θ = (Φ + 2πm)/3 with m = 0, 1, 2, and try

u₀ = 1, u₁ = exp[i(θ−α)], u₂ = exp[i(2θ−α−β)].

The first row gives

h exp(iα)u₁ + h exp(−iγ)u₂ = h exp(iθ) + h exp[i(2θ−Φ)].

Since 3θ = Φ + 2πm, we have 2θ − Φ = −θ + 2πm, and the sum is 2h cos θ. In the other two rows the forward term is h exp(iθ) times the local amplitude and the backward term is h exp(−iθ) times it, the last forward term again using 3θ = Φ + 2πm. Hence

E_m = 2h cos[(Φ + 2πm)/3].

For the chain, the three forward bonds are all +a, so Φ = 3Ka and E_m = 2h cos(Ka + 2πm/3). These are the correct folded energies. The minimum-image rule has become harmless because the cell is long enough.

**The general matrix**

Let a periodic lattice have cell vectors A_a, sites τ_i in the cell, and a real hopping h(r) that is zero beyond a cutoff r_c. A general site is τ_j + T, with T = Σ_a n_a A_a and integer n_a. Insert the Bloch wave

ψ(τ_j + T) = c_j exp[ik·(τ_j + T)]

into the hopping equation at τ_i:

E c_i exp(ik·τ_i) = Σ_j Σ_n h(|d|) c_j exp[ik·(τ_j + T)], d = τ_j + T − τ_i.

Division by exp(ik·τ_i) leaves E c_i = Σ_j H_ij(k) c_j, with

H_ij(k) = Σ_n h(|d|) exp(ik·d), |d| ≤ r_c.

The one excluded term is i = j with n = 0, which is the site itself. Three properties follow.

1. Several n may contribute to one element. Their terms are added; assigning a new value in place of adding would erase earlier bonds.
2. Self-images come in pairs T and −T, and each pair adds 2h(|T|) cos(k·T) to H_ii.
3. Every bond d from i to j has the reverse bond −d from j to i, so H is Hermitian. If both directions are listed, each is added once.

Some formulas use exp(ik·T) in place of exp(ik·d). That matrix is exp(ik·τ_i) H_ij exp(−ik·τ_j), a unitary change of basis, so its energies are the same. The two conventions must not be mixed within one matrix.

**A search that misses no bond**

Write τ_i = Σ_a f_ia A_a. The fractional components of a bond are

u_a = n_a + f_ja − f_ia.

Let b_a be the reciprocal vectors, b_a·A_c = 2πδ_ac. Then u_a = d·b_a/(2π). By the Cauchy–Schwarz inequality,

|u_a| ≤ |d||b_a|/(2π) ≤ r_c/s_a, s_a = 2π/|b_a|.

Here s_a is the spacing of the lattice planes normal to b_a. It suffices to search the integers

−r_c/s_a − (f_ja − f_ia) ≤ n_a ≤ r_c/s_a − (f_ja − f_ia).

The algorithm is then:

1. Compute the spacings s_a.
2. For every ordered pair (i,j), including i = j, run through the integers in these ranges.
3. Discard i = j, n = 0. Keep each remaining d with |d| ≤ r_c, as a separate entry (i,j,d).
4. For each k, start from H = 0 and add h(|d|) exp(ik·d) to H_ij for every entry.

The ranges depend on plane spacings, not on the lengths of the cell vectors. In a strongly skewed cell one family of planes can be close together even though no cell vector is short, and distant integers n_a can label near neighbours.

**Kagome: a true flat band and a false one**

The kagome lattice makes the loss visible. Let d₀ be the nearest-neighbour distance and take

a₁ = (2,0)d₀, a₂ = (1,√3)d₀,
τ₀ = 0, τ₁ = a₁/2, τ₂ = a₂/2.

With nearest hopping −t, t > 0, each site has four neighbours. Sites 0 and 1 are joined by ±a₁/2, sites 0 and 2 by ±a₂/2, and sites 1 and 2 by ±(a₂−a₁)/2. Define x = k·a₁/2, y = k·a₂/2 and z = y − x. Adding both images gives

H₀₁ = −2t cos x, H₀₂ = −2t cos y, H₁₂ = −2t cos z.

Set E = −2tμ and P = 2 cos x cos y cos z. The determinant condition is

μ³ − μ(cos²x + cos²y + cos²z) − P = 0.

From cos z = cos x cos y + sin x sin y,

(cos z − cos x cos y)² = (1−cos²x)(1−cos²y).

Expanding and cancelling cos²x cos²y gives cos²x + cos²y + cos²z = 1 + P. The cubic therefore factors:

μ³ − (1+P)μ − P = (μ+1)(μ² − μ − P) = 0.

The root μ = −1 is a flat band at E = 2t. The others are

E = −t[1 ± √(1+4P)].

Using cos²x = (1+cos 2x)/2, and likewise for y and z, turns 1+4P into 3 + 2[cos k·a₁ + cos k·a₂ + cos k·(a₁−a₂)].

The flat band has a local picture. Put amplitudes of alternating sign on the six sites of one hexagon. Each outside site touching the hexagon has two neighbours on it, with opposite amplitudes, so the hops outward cancel. Each hexagon site has two neighbours of opposite sign, giving E = (−t)(−2) = 2t. Losing one of the two hops to an outside site would spoil the cancellation, and losing a bond along the hexagon would leave its two end sites with only one neighbour each on the hexagon, so the state would no longer be an eigenstate.

Now apply the minimum-image rule to the three-site cell. Both images of each pair are equally near, and one must be chosen. The retained bonds v₀₁, v₁₂ and v₀₂ form the ring solved above, with h = −t:

E_m = −2t cos[(Φ+2πm)/3], Φ = k·(v₀₁ + v₁₂ − v₀₂).

Write v₀₁ = σ₁a₁/2, v₀₂ = σ₂a₂/2, v₁₂ = σ₃(a₂−a₁)/2, each σ being ±1. The loop displacement is

v₀₁ + v₁₂ − v₀₂ = (σ₁−σ₃)a₁/2 + (σ₃−σ₂)a₂/2.

It vanishes when all three signs agree, which happens for 2 of the 8 choices. The lattice has then been cut into isolated triangles with energies −2t, t and t at every k: three false flat bands, none at the correct flat energy 2t. For the other 6 choices the displacement is a nonzero lattice vector, and the bonds form separate chains with dispersive energies. The answer depends on how ties are broken, which has no physical meaning.

As a numerical case, take k = 0.13b₁ + 0.29b₂, with b₁ and b₂ the primitive reciprocal vectors. Then x = 0.13π, y = 0.29π, z = 0.16π, and

P = 2(0.9178)(0.6129)(0.8763) = 0.986,
√(1+4P) = 2.223.

The correct energies are −3.223t, 1.223t and 2t. The closed-triangle choice gives −2t, t and t.

**Longer hops and larger cells**

To include self-images, let

h(r) = −t exp[−(r−d₀)/(0.5d₀)], r_c = 2.1d₀.

Each site now has 14 neighbours: 4 at d₀ with h = −t, 4 at √3d₀ with h = −0.2313t, and 6 at 2d₀ with h = −0.1353t. The last six are the site's own images at ±a₁, ±a₂ and ±(a₁−a₂). At the same k,

H₀₀ = 2(−0.1353t)[cos k·a₁ + cos k·a₂ + cos k·(a₁−a₂)]
= −0.2707t(0.6845 − 0.2487 + 0.5358) = −0.263t.

The minimum-image value is zero. The element H₀₁ contains two bonds at ±a₁/2 and two at (0,±√3)d₀:

H₀₁ = −2t(0.9178) − 2(0.2313t)(0.1564) = −1.908t.

The closed-triangle choice with all three signs σ equal to +1 keeps one of these four bonds and gives (−0.918 − 0.397i)t.

All images give the energies −3.906t, 1.421t and 1.695t. The closed-triangle choice still gives −2t, t and t, because the bonds it retains are the same as before: it has not noticed the longer hops. The top band is no longer flat. At k = 0 every diagonal element is −6(0.1353t) = −0.812t and every off-diagonal element is −2t − 2(0.2313t) = −2.463t. A vector whose components sum to zero then has energy −0.812t + 2.463t = 1.651t, which is the top of the spectrum there and differs from 1.695t.

When is the minimum-image list complete? It agrees with the full list if and only if no site has a self-image within r_c and no pair has two images within r_c. Let L_min be the shortest nonzero lattice vector of the chosen cell. Two images of one site, both within r_c of a given site, are separated by a lattice vector of length at most 2r_c. A self-image within r_c is itself a lattice vector of length at most r_c. Thus

L_min > 2r_c

is sufficient. Here 2r_c = 4.2d₀. The table gives neighbours per site, and the largest absolute energy error of the minimum-image rule at the chosen wave vector, relative to the full sum. Ties are broken in favour of the smallest sum |n₁| + |n₂| of the image indices, and then in dictionary order of (n₁, n₂), with all sites listed inside the cell; another tie rule can change the errors in the first two rows, but not the counts.

cell | L_min/d₀ | kept | lost self | lost repeated | error/t
1×1 | 2 | 2 | 6 | 6 | 1.906
2×2 | 4 | 11 | 0 | 3 | 0.329
3×3 | 6 | 14 | 0 | 0 | 0.000
4×4 | 8 | 14 | 0 | 0 | 0.000

In the 1×1 cell, the 8 bonds to other sublattices are 4 images of each of two sites, of which one each survives. In the 2×2 cell the six bonds of length 2d₀ lead to three different sites, because a₁ and −a₁ differ by the cell vector 2a₁, and similarly for the other two directions. One of each two is lost. The shorter bonds are safe: two images of one site differ by at least 4d₀, while two bonds of length at most √3d₀ span at most 3.46d₀.

**Why folding must work**

Let a supercell have vectors A′_a = Σ_c M_ac A_c, with M an integer matrix and N = |det M| > 0. It contains N primitive cells. Let G be a reciprocal vector of the supercell, so exp(iG·T′) = 1 for every supercell translation T′. There are N inequivalent G of this kind, meaning that no two of them differ by a reciprocal lattice vector of the primitive lattice.

Take a primitive vector c and define a supercell vector by

v_s = N^(−1/2) exp(iG·r_s) c_j(s),

where r_s is the position of supercell site s and j(s) its sublattice. A bond d from s ends on a copy of some site s′, so r_s′ = r_s + d − T′. Because exp(−iG·T′) = 1,

v_s′ = N^(−1/2) exp[iG·(r_s+d)] c_j(s′).

Acting with the supercell matrix at K therefore gives

Σ_s′ H_ss′(K)v_s′ = N^(−1/2) exp(iG·r_s) Σ_d h(|d|) exp[i(K+G)·d] c_j(s′).

The last sum is row j(s) of H(K+G)c. An eigenvector at K+G thus becomes a supercell eigenvector at K with the same energy.

It remains to show that no state is missing. For two inequivalent vectors G and G′, the overlap on one sublattice contains

Σ_s exp[i(G′−G)·r_s].

Shifting every site by a primitive translation a permutes the terms, up to supercell translations that do not change them. The sum is also multiplied by exp[i(G′−G)·a], which differs from 1 for some a. The sum must therefore vanish. The N choices of G and all sublattices supply as many orthonormal vectors as there are supercell sites. They form a unitary U, and U†H_super(K)U is block diagonal with blocks H(K+G).

The proof needs the same set of bonds around every copy of a sublattice site, in the primitive cell and in the supercell. This is what the minimum-image rule can break.

In practice, write G = Σ_a g_a b_a with g = M⁻¹m. Then G·A′_a = 2π(Mg)_a = 2πm_a, as required. Choose N integer columns m that give different g modulo integers, collect the primitive energies at K+G, sort them, and compare with the sorted supercell energies at the same Cartesian K. A generic K avoids accidental agreement at symmetric points. For the full list, the 2×2, 3×3 and 4×4 cells agree to rounding error, below 10⁻¹⁴t. A non-diagonal supercell with N = 3 and nine sites passes the stronger block test at the same level.

**Skewed cells and rounded coordinates**

The vectors a₁ and a₂+5a₁ describe the same primitive lattice, but the plane spacings are 0.311d₀ and 1.732d₀. The complete search finds 42 directed bonds per cell, which is 3 × 14. With the sites left at τ₀, τ₁ and τ₂, it needs image indices up to 6, and a search restricted to n_a = −1, 0, 1 finds only 18 bonds. No choice of site copies brings the largest index below 6, because the self-image a₁ − a₂ = 6a₁ − (a₂+5a₁) already needs it. The number found by the restricted search does depend on which copy of each site is listed: moving τ₂ by 3a₁ into the skewed cell lowers it to 10.

A related shortcut finds the "nearest" image by subtracting the nearest integer from each fractional difference. If every s_a > 2r_c, each bond within the cutoff has |u_a| < 1/2, and rounding finds it. The compact 3×3 cell has both spacings equal to 5.20d₀ and passes. The cell with vectors 3a₁ and 3a₂+6a₁ describes the same 3×3 superlattice, but one spacing is 1.96d₀. With exact halves rounded to the even integer, the shortcut keeps on average 6.67 of the 14 bonds per site for the site list used here, while a true nearest-image search keeps all 14. Listing other copies of the sites can change the first number somewhat. This is a fault of the rounding, separate from the loss in small cells.

**What folding cannot detect**

Suppose the whole shell at √3d₀ is omitted in every cell. The remaining bonds still form a valid periodic model, so the folding proof applies to it. The folding error is indeed at rounding level, although the intended Hamiltonian has been changed. Folding invariance is necessary, not sufficient.

A direct sum supplies the missing check. Build an open patch of lattice sites from their positions, large enough to contain every neighbour of three central sites, and add h(|d|) exp(ik·d) over those neighbours without any cell or image index. The full Bloch matrix agrees with this sum; with the shell omitted, the largest matrix-element error at the chosen wave vector is 0.461t.

A second check counts bond strength. Since Tr H² = Σ_ij |H_ij|², expanding each element gives products h(|d|)h(|d′|) exp[ik·(d−d′)]. For fixed i and j, d−d′ is a lattice vector, so the Brillouin-zone average vanishes unless d = d′. Therefore

⟨Tr H²⟩/N_sites = Σ_b h_b²,

where the right side is the sum over the bonds of one site, averaged over sites. Here it should be

4t² + 4(0.2313t)² + 6(0.1353t)² = 4.324t².

The full list gives this value. The minimum-image list in the primitive cell gives 2t², the weight of its two surviving nearest bonds. Comparison with an independently known shell count thus reveals lost bonds even when no larger cell has been built. The numerical output below gives the values to more digits.

Computed results

```
Lengths in d, energies in t, wave vectors in 1/d
Primitive lattice constant: 2.000 d
Decay length: 0.500 d; three-shell cutoff: 2.100 d
Nearest-neighbour cutoff: 1.100 d
Shell r=1.00000 d: 4 neighbours, h=-1.00000 t
Shell r=1.73205 d: 4 neighbours, h=-0.23129 t
Shell r=2.00000 d: 6 neighbours, h=-0.13534 t
Test k, reciprocal fractions: 0.13000 0.29000
Test k, Cartesian (1/d): 0.40841 0.81621
Nearest model, all images, E (t): -3.22337 1.22337 2.00000
Nearest model, minimum image, E (t): -2.00000 1.00000 1.00000
Three shells, all images, E (t): -3.90591 1.42145 1.69544
Three shells, minimum image, E (t): -2.00000 1.00000 1.00000
H_00 all / minimum (t): -0.26301 / 0.00000
H_01 all, real and imaginary (t): -1.90787 0.00000
H_01 minimum, real and imaginary (t): -0.91775 -0.39715
Tie choices giving three flat bands: 2 of 8
Cell; L_min (d); kept/site; lost self; lost repeated; fold error all, minimum (t)
1x1; 2.000; 2; 6; 6; 0.0e+00, 1.90591
2x2; 4.000; 11; 0; 3; 1.3e-15, 0.32902
3x3; 6.000; 14; 0; 0; 3.6e-15, 0.00000
4x4; 8.000; 14; 0; 0; 2.7e-15, 0.00000
Non-diagonal supercell: 3 folded points, 9 sites
Largest block-decomposition error: 1.8e-15 t
Skewed primitive cell, plane spacings (d): 0.31109 1.73205
Largest image index needed: 6
Directed bonds/cell, complete / -1..1 search: 42 / 18
3x3 compact: spacings 5.19615 5.19615 d; nearest/rounded bonds per site 14.000/14.000
3x3 skewed: spacings 1.96396 5.19615 d; nearest/rounded bonds per site 14.000/6.667
Second moment, all images: 4.32387 t^2
Second moment, minimum image: 2.00000 t^2
Missing shell: folding error 1.8e-15 t, flake error 0.46052 t
```
